\section*{Asymmetric injection-locking range of a semiconductor laser with alpha equal to three}

\section{Problem}

A single-mode semiconductor laser with linewidth enhancement factor $\alpha=3$ receives light from a second laser. The injected angular frequency differs from that of the free-running laser by
\begin{equation}
\Delta=\omega_{\rm inj}-\omega_{\rm free}.
\end{equation}
The injected field enters at the coupling rate $\kappa=200\ \mathrm{ns^{-1}}$, and the ratio of the injected field to the field of the locked laser is $r=0.5$. The photon decay rate is $\gamma_p=500\ \mathrm{ns^{-1}}$, the carrier decay rate is $\gamma_N=1\ \mathrm{ns^{-1}}$, and the free-running stimulated rate is $gP_0=0.2\ \mathrm{ns^{-1}}$, where $g$ is the differential gain and $P_0$ the photon number. These are round model parameters. Over which range of $\Delta$ does the laser stay locked?

\section{The model}

Fields vary as $e^{+i\omega t}$. Let $N$ be the carrier number, $N_{\rm th}$ its free-running threshold value, and $n=g(N-N_{\rm th})$ the change of gain from threshold. The total gain is $\gamma_p+n$, so without injection the photon number obeys $\dot P=nP$ and the field amplitude grows at the rate $n/2$. The carriers also change the refractive index, which shifts the resonance by $\alpha n/2$. In the frame of the free-running laser, therefore,
\begin{equation}
\dot E=\tfrac12(1+i\alpha)nE+\kappa E_{\rm inj}e^{i\Delta t}.
\end{equation}
Put $\sqrt g\,E=u\,e^{i\Delta t}$ and $u_{\rm inj}=\sqrt g\,E_{\rm inj}$, which is taken real and positive. Differentiating the exponential produces a term $i\Delta u$ on the left. Moved to the right, it gives
\begin{equation}
\dot u=\tfrac12(1+i\alpha)nu-i\Delta u+\kappa u_{\rm inj},\qquad |u|^2=gP.
\label{field}
\end{equation}
A locked state is a constant $u$.

With pump rate $J$, the carriers obey $\dot N=J-\gamma_NN-(\gamma_p+n)P$. In free-running operation $n=0$, hence $J-\gamma_NN_{\rm th}=\gamma_pP_0$. Multiplying the carrier equation by $g$ and using this relation,
\begin{equation}
\dot n=\Omega_0^2-\gamma_Nn-(\gamma_p+n)|u|^2,\qquad \Omega_0^2=gP_0\gamma_p .
\label{carrier}
\end{equation}
Here $\Omega_0^2=0.2\times500=100\ \mathrm{ns^{-2}}$, so $\Omega_0=10\ \mathrm{ns^{-1}}$. Noise, gain compression and other modes are left out.

\section{A tempting solution}

Write $u=|u|e^{i\phi}$, set $\dot u=0$ in (\ref{field}) and divide by $u$. With $k=\kappa u_{\rm inj}/|u|=\kappa r$,
\begin{equation}
0=\tfrac12(1+i\alpha)n-i\Delta+ke^{-i\phi}.
\label{balance}
\end{equation}
The real part is $n/2+k\cos\phi=0$ and the imaginary part is $\alpha n/2-\Delta-k\sin\phi=0$. Therefore
\begin{align}
n&=-2k\cos\phi,\label{nphi}\\
\Delta&=-k(\alpha\cos\phi+\sin\phi).\label{dphi}
\end{align}
Define $\phi_0=\arctan(1/\alpha)$, so that $\cos\phi_0=\alpha/\sqrt{1+\alpha^2}$ and $\sin\phi_0=1/\sqrt{1+\alpha^2}$. The two terms in (\ref{dphi}) then combine into one:
\begin{equation}
\Delta=-k\sqrt{1+\alpha^2}\,\cos(\phi-\phi_0).
\label{onecos}
\end{equation}
A cosine lies between $-1$ and $1$. With $k=200\times0.5=100\ \mathrm{ns^{-1}}$ and $\sqrt{10}=3.1623$, the conclusion seems to be
\begin{equation*}
-316.2\ \mathrm{ns^{-1}}\le\Delta\le+316.2\ \mathrm{ns^{-1}}\qquad\text{(wrong)},
\end{equation*}
a symmetric range of $\pm50.3$ GHz after division by $2\pi$.

\section{Where it fails}

The algebra is correct, but it uses the field equation alone and lets $\phi$ take any value. The carriers must also be able to supply the gain that each phase demands. Setting $\dot n=0$ in (\ref{carrier}) gives
\begin{equation}
gP=\frac{\Omega_0^2-\gamma_Nn}{\gamma_p+n}.
\label{power}
\end{equation}
At the supposed upper edge $\phi=\phi_0-\pi$, so $\cos\phi=-3/\sqrt{10}$ and (\ref{nphi}) requires $n=+189.7\ \mathrm{ns^{-1}}$. Then
\begin{equation}
gP=\frac{100-189.7}{500+189.7}\ \mathrm{ns^{-1}}=-0.13\ \mathrm{ns^{-1}}.
\end{equation}
A negative photon number is impossible: the pump cannot hold so many carriers. For this pump the upper edge of the tempting answer does not exist. This reason depends on $\Omega_0^2/\gamma_N=100\ \mathrm{ns^{-1}}$ being smaller than the required $n$; for $gP_0>0.38\ \mathrm{ns^{-1}}$ the state has positive power, and for $gP_0$ from $0.5$ to $2\ \mathrm{ns^{-1}}$ it is instead unstable, with a growth rate of about $95\ \mathrm{ns^{-1}}$. A second omission is that a steady state is useful only if small disturbances die out, and this has not been examined.

\section{The range with reduced gain}

Injected light supplies part of the field, so a locked laser can run with less gain than a free-running one. Fewer carriers mean a higher refractive index and a lower resonance frequency, which favours negative detuning. To see how far this carries, find the detunings that admit a locked state with $n\le0$.

Let $m=n/2$. Moving the last term of (\ref{balance}) to the other side and taking the modulus eliminates the phase:
\begin{equation}
D(m)^2\equiv m^2+(\alpha m-\Delta)^2=(1+\alpha^2)m^2-2\alpha\Delta m+\Delta^2=k^2.
\label{distance}
\end{equation}
Since $D$ is continuous and grows without bound as $m\to-\infty$, a solution with $m\le0$ exists if and only if the smallest value of $D$ on $m\le0$ does not exceed $k$. The parabola has its vertex at $m_*=\alpha\Delta/(1+\alpha^2)$.

For $\Delta\le0$ the vertex lies in the allowed region, and
\begin{equation}
D(m_*)^2=\Delta^2-\frac{\alpha^2\Delta^2}{1+\alpha^2}=\frac{\Delta^2}{1+\alpha^2},
\end{equation}
which requires $|\Delta|\le k\sqrt{1+\alpha^2}$. For $\Delta>0$ the vertex lies at $m_*>0$, outside the allowed region. There $D$ falls as $m$ rises towards zero, so its smallest value is $D(0)=\Delta$, which requires $\Delta\le k$. Together,
\begin{equation}
\boxed{-k\sqrt{1+\alpha^2}\le\Delta\le k}\qquad(n\le0).
\label{gainrange}
\end{equation}
The power (\ref{power}) is positive for all these states if $\gamma_p>2k$, because $n\ge-2k$. Here $500>200$. The limits are $-316.2$ and $+100\ \mathrm{ns^{-1}}$, or $-50.3$ and $+15.9$ GHz.

This is a statement about gain. Whether it is also the range of stable locking has to be decided from the dynamics.

\section{Stability}

\subsection{The characteristic equation}

Dividing (\ref{field}) by $u$ separates amplitude and phase:
\begin{align}
\frac{d\ln|u|}{dt}&=\frac n2+\frac{\kappa u_{\rm inj}}{|u|}\cos\phi,\\
\dot\phi&=\frac{\alpha n}2-\Delta-\frac{\kappa u_{\rm inj}}{|u|}\sin\phi.
\end{align}
Disturb the locked state by a relative amplitude change $a$, a phase change $\theta$ and a gain change $\nu$. The injected field itself stays fixed, so $\kappa u_{\rm inj}/|u|$ becomes $k(1-a)$ to first order. With
\begin{equation}
z=k\cos\phi,\quad s=k\sin\phi,\quad \Gamma=\gamma_N+gP,\quad \Omega^2=gP(\gamma_p+n),
\end{equation}
and $\delta|u|^2=2gP\,a$, the linear equations are
\begin{align}
\dot a&=-za-s\theta+\tfrac12\nu,\\
\dot\theta&=sa-z\theta+\tfrac12\alpha\nu,\\
\dot\nu&=-2\Omega^2a-\Gamma\nu .
\end{align}
For solutions proportional to $e^{\lambda t}$, the first two read $(\lambda+z)a+s\theta=\nu/2$ and $-sa+(\lambda+z)\theta=\alpha\nu/2$. Multiply the first by $\lambda+z$, the second by $s$, and subtract, which removes $\theta$:
\begin{equation}
[(\lambda+z)^2+s^2]\,a=\tfrac12(\lambda+z-\alpha s)\,\nu .
\end{equation}
The third equation gives $(\lambda+\Gamma)\nu=-2\Omega^2a$. Combining the two,
\begin{equation}
(\lambda+\Gamma)[(\lambda+z)^2+s^2]+\Omega^2(\lambda+z-\alpha s)=0.
\end{equation}
Since $z^2+s^2=k^2$, this is $\lambda^3+c_2\lambda^2+c_1\lambda+c_0=0$ with
\begin{align}
c_2&=\Gamma+2z,\\
c_1&=k^2+2\Gamma z+\Omega^2,\\
c_0&=\Gamma k^2+\Omega^2(z-\alpha s).
\end{align}
By the Routh--Hurwitz criterion all three roots have negative real parts if and only if $c_2>0$, $c_0>0$ and $H=c_2c_1-c_0>0$. In the product $c_2c_1$ the term $\Gamma k^2$ cancels against $c_0$, and one of the two terms $z\Omega^2$ is removed, leaving
\begin{equation}
H=z(2\Gamma^2+2k^2+4\Gamma z+\Omega^2)+\Omega^2(\Gamma+\alpha s).
\label{H}
\end{equation}
When $H$ passes through zero with the $c_i$ positive, a pair of roots crosses the imaginary axis: this is a Hopf instability, an oscillation that grows instead of decaying.

\subsection{The two edges}

At the lower edge $\phi=\phi_0$, so $\tan\phi=1/\alpha$ and $z=\alpha s>0$. Then $c_2>0$, $c_0=\Gamma k^2>0$, and every term of $H$ is positive. The lower edge is stable. It is therefore not a point where the lock is lost, only the most negative detuning at which $r=0.5$ can occur. With the injected field held at its value there, the locked state stays stable down to about $-321\ \mathrm{ns^{-1}}$, where $r$ has risen to $0.52$.

At $\Delta=k$ with $n=0$ the phase is $\phi=-\pi/2$, so $z=0$, $s=-k$, $P=P_0$ and $\Gamma=1.2\ \mathrm{ns^{-1}}$. Equation (\ref{H}) gives
\begin{equation}
H=\Omega_0^2(\Gamma-\alpha k)=100\,(1.2-300)\ \mathrm{ns^{-3}}<0 .
\end{equation}
This state is unstable, so stability is lost somewhat below $k$. To locate the loss, put $\phi=-\pi/2+\delta$ with small $\delta$, so that $z\simeq k\delta$ and $s\simeq-k$. For strong injection, $k\gg\alpha\Omega_0$ and $k\gg\Gamma$, the largest terms of $H$ are
\begin{equation}
H\simeq2k^3\delta-\alpha k\Omega_0^2=0
\quad\Longrightarrow\quad
\delta=\frac{\alpha\Omega_0^2}{2k^2}=\frac{300}{20000}=0.015 .
\end{equation}
Since $\cos\phi=\sin\delta\simeq\delta$ and $\sin\phi=-\cos\delta\simeq-1$, equation (\ref{dphi}) yields
\begin{equation}
\Delta_H\simeq k(1-\alpha\delta)=k\left(1-\frac{\alpha^2\Omega_0^2}{2k^2}\right)=100\,(1-0.045)=95.5\ \mathrm{ns^{-1}} .
\label{hopf}
\end{equation}
The eigenvalues of the full linearized equations put the edge at $95.4\ \mathrm{ns^{-1}}$, or $15.2$ GHz.

Between the two edges $\phi$ runs from $-89.1^\circ$ to $18.4^\circ$, and by (\ref{onecos}) $\Delta$ falls steadily along the way, so every detuning in between is reached. The eigenvalues were tested at 400 phases in this interval, and all these states are stable.

\subsection{Nothing stable above $k$}

States with raised carriers could still extend the range upwards. By (\ref{dphi}), $\Delta>k$ means $\alpha\cos\phi<-(1+\sin\phi)\le0$, so $z<0$ and $n>0$. By (\ref{power}) the power is then below $P_0$, hence $\Gamma<1.2\ \mathrm{ns^{-1}}$. Stability needs $c_2>0$, that is, $|z|<\Gamma/2<0.6\ \mathrm{ns^{-1}}$.

If $s\ge0$, the inequality for $\cos\phi$ gives $|z|>k/\alpha=33\ \mathrm{ns^{-1}}$, a contradiction. If $s<0$, then $|z|<\Gamma/2$ makes $4\Gamma z>-2\Gamma^2$, so the first bracket in (\ref{H}) is positive and its product with $z$ is negative. Also $s$ is very close to $-k$, so $\Gamma+\alpha s\simeq1.2-300<0$. Both terms of $H$ are negative, and the state is unstable.

Between the Hopf edge and $k$, equation (\ref{onecos}) has two solutions for each detuning. One lies between $\phi=-90^\circ$ and $-89.1^\circ$, where $H<0$. The other lies near $\phi=126^\circ$, where (\ref{nphi}) requires $n>100\ \mathrm{ns^{-1}}$ and the power (\ref{power}) would be negative. So nothing is stable there either.

\section{Answer and reading of the numbers}

At fixed field ratio $r=0.5$, the laser has a stable locked state for
\begin{equation}
-316\ \mathrm{ns^{-1}}\le\Delta<95\ \mathrm{ns^{-1}},
\qquad\text{or}\qquad -50.3\ \text{to}\ +15.2\ \text{GHz}.
\end{equation}
The gain argument (\ref{gainrange}) gives the lower edge and overestimates the upper one by about 5\% of its value.

The nonlinear equations (\ref{field}) and (\ref{carrier}) agree with this on both sides of the Hopf edge. A relative field disturbance of $10^{-4}$ at $\Delta=0.85k$ falls below $10^{-8}$ within 10 ns, where the error of the numerical integration hides any further decay; at $\Delta=0.98k$, still inside the gain range, it grows to $0.24$ in the same time and then levels off near $0.27$, as an oscillation whose phase relative to the injected light does not drift away. Started from free-running operation at $\Delta=-k$, with the appropriate injected field switched on, the laser settles into the locked state with $r=0.5$. Capture is not guaranteed across the whole range: the same start reaches the locked state at $\Delta=-2k$, but not within 30 ns at $\Delta=-2.5k$, $-3k$ or $-3.16k$. There the locked state is stable against small disturbances, but a sudden switch-on does not lead to it.

The ratio $r$ refers to the locked laser, whose power changes with detuning. At the lower edge $n=-189.7\ \mathrm{ns^{-1}}$, and (\ref{power}) gives
\begin{equation}
\frac P{P_0}=\frac1{0.2}\,\frac{100+189.7}{500-189.7}=4.67 .
\end{equation}
With $P_{\rm inj}$ the squared injected field in the units of $P$, holding $r=0.5$ there takes $P_{\rm inj}=r^2P=1.17P_0$, against $0.26P_0$ at the upper stability edge. A sweep at constant injected power changes $r$ on the way, so its two limits are not the pair given here.

\section{Weaker injection}

With strong injection the stable range is close to the gain range (\ref{gainrange}). Two other cases show what happens otherwise.

For very weak injection, $k\to0$, equation (\ref{H}) tends to $\Gamma\Omega^2>0$ and $c_2$ to $\Gamma>0$. What remains is $c_0>0$. From the definition of $\phi_0$,
\begin{equation}
z-\alpha s=k(\cos\phi-\alpha\sin\phi)=-k\sqrt{1+\alpha^2}\,\sin(\phi-\phi_0),
\end{equation}
which is positive for $\phi_0-\pi<\phi<\phi_0$ and vanishes at both ends, where $c_0=\Gamma k^2>0$. By (\ref{onecos}) this interval covers the whole symmetric range. The raised gain is now tiny, and the pump and the carrier damping cope with it. For $r=0.0005$, or $k=0.1\ \mathrm{ns^{-1}}$, the computed stable limits are $\Delta/k=-3.16$ and $+3.16$. The tempting answer is right in this regime, which is narrow. For $k\ll\Omega_0$, $H\simeq\Omega^2(\Gamma+z+\alpha s)$, and the smallest value of $z+\alpha s$ is $-k\sqrt{1+\alpha^2}$, so the whole range is stable only for $k<\Gamma/\sqrt{1+\alpha^2}=0.38\ \mathrm{ns^{-1}}$. At $k=0.4\ \mathrm{ns^{-1}}$ the states between $1.0k$ and $2.6k$ are already unstable.

For intermediate injection, $k\gg\Gamma$ but $k$ not large compared with $\Omega_0$, drop $\Gamma$ from (\ref{H}) and replace $\Omega$ by $\Omega_0$. Then $H=0$ becomes
\begin{equation}
z(2k^2+\Omega_0^2)+\alpha s\,\Omega_0^2=0
\quad\Longrightarrow\quad
\tan\phi_H=-\frac1\alpha\left(1+\frac{2k^2}{\Omega_0^2}\right).
\end{equation}
For $r=0.05$, $k=10\ \mathrm{ns^{-1}}=\Omega_0$, and the right side is $-1$. So $\phi_H=-45^\circ$, and (\ref{dphi}) gives $\Delta_H=-k(3-1)/\sqrt2=-1.41k$. The full equations give $-1.29k$. The upper edge now lies at negative detuning: the laser does not lock stably even at $\Delta=0$, although (\ref{gainrange}) includes that point. The coupled oscillation of carriers and field, which strong injection damps through the term $2zk^2$, here destroys the lock.

As $k$ grows further, $2k^2/\Omega_0^2$ drives $\phi_H$ towards $-\pi/2$ and the upper edge towards $k$. For $r=1$, equation (\ref{hopf}) gives $1-900/80000=0.989$ in units of $k$. The computed scan shows $0.98$; its phase step of $0.1^\circ$ changes $\Delta/k$ by about $0.005$ near this edge, so the two are compatible.

One limit of the model concerns the field ratio itself. Equation (\ref{field}) spreads the injection smoothly over time. If $\kappa$ is the inverse round-trip time of the cavity, the field gains a fraction of about $r$ per round trip, and the averaging is justified for $r\ll1$. At $r=0.5$ it is strained, and at $r=1$ more so. The edges in GHz are therefore results of this model, and a real device with these rates may differ from them noticeably. With a round trip of 5 ps the lower edge corresponds to 1.6 rad per round trip. If the injected field is added once per round trip instead of smoothly, the lower edge of the gain range at $r=0.5$ moves to $-260$ or $-432\ \mathrm{ns^{-1}}$, depending on whether $r$ refers to the field before or after the addition, while the upper gain edge moves only to $101\ \mathrm{ns^{-1}}$.

\section*{Table of computed values}
\begin{verbatim}
alpha = 3.0
coupling rate kappa = 200.0 1/ns
field ratio at lock r = 0.50
photon decay rate = 500.0 1/ns
carrier decay rate = 1.0 1/ns
free-running stimulated rate g*P0 = 0.20 1/ns
Omega0 = 10.00 1/ns
k = kappa*r = 100.00 1/ns
sqrt(1+alpha^2) = 3.1623
red edge, formula = -316.23 1/ns
red edge, numerical minimization = -316.23 1/ns
blue gain edge, formula = 100.00 1/ns
blue gain edge, numerical minimization = 100.00 1/ns
red edge = -50.33 GHz
blue gain edge = 15.92 GHz
width of gain-reduced range = 66.24 GHz
blue stability edge, eigenvalues = 95.40 1/ns
blue stability edge, estimate = 95.50 1/ns
blue stability edge = 15.18 GHz
width of stable range = 65.51 GHz
red edge: phase = 18.43 deg, gain change n = -189.74 1/ns
red edge: P/P0 = 4.669, Pinj/P0 = 1.167
blue stability edge: phase = -89.12 deg, gain change n = -3.06 1/ns
blue stability edge: P/P0 = 1.037, Pinj/P0 = 0.259
blue gain edge: phase = -90.00 deg, gain change n = -0.00 1/ns
blue gain edge: P/P0 = 1.000, Pinj/P0 = 0.250
stable detuning limits at fixed r (phase grid 0.1 deg):
r = 0.0005, k = 0.1 1/ns: Delta/k from -3.16 to 3.16
r = 0.0500, k = 10.0 1/ns: Delta/k from -3.16 to -1.29
r = 0.5000, k = 100.0 1/ns: Delta/k from -3.16 to 0.95
r = 1.0000, k = 200.0 1/ns: Delta/k from -3.16 to 0.98
initial relative field disturbance = 1.0e-04
disturbance after 10 ns at Delta = 0.85 k: 3.8e-09
disturbance after 10 ns at Delta = 0.98 k: 2.4e-01
capture from free running at Delta = -k: r = 0.5000
\end{verbatim}
